**Smoluchowski mobility and its corrections for a sphere**

The program examines the law $M=z$, where $M$ is the mobility in units of $\varepsilon k_BT/(e\eta)$ and $z=e\zeta/k_BT$, for a sphere with $k=\kappa a$ and Dukhin number Du. It solves the full linearised ion-transport and Stokes equations by Chebyshev collocation and asserts agreement with an independent quadrature at low potential. It also asserts the $3/k$ size correction, the conduction factor against a sphere with a thin conducting shell, the layer coefficients against their defining integrals, and the slip average over a prolate spheroid. At nearly fixed Du, the error of the thin-layer formula falls from 1.71 % to 0.29 % as $k$ rises from 100 to 400, while that of Smoluchowski's law stays above 13 %. For a 500 nm sphere in 10 mM salt, the full mobility is 2.8 % below Smoluchowski's value at −50 mV and 18.6 % below it at −150 mV. For a 50 nm sphere at −50 mV the loss is 17.9 %. The model assumes point ions of equal diffusivity, a weak steady field and no conduction behind the slip plane.

## Program and output

```python
# Result under test: a particle with a thin double layer has the mobility
# eps*zeta/eta (Smoluchowski), provided that kappa*a is large, the Dukhin
# number Du is small, the interior does not conduct, and salt polarisation
# is small. Corrections for a sphere are tested as well.
# Symbols: k = kappa*a, z = e*zeta/(kB*T), M = mobility*eta*e/(eps*kB*T),
# Pe = eps*(kB*T/e)^2/(eta*D); lengths in radii, x = kappa*(distance from wall).
# Electrolyte 1:1 with equal diffusivities D; M = z is Smoluchowski's law.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid


def wall_grid(n, length):
    """Chebyshev nodes on 0..length, stretched exponentially so that they
    gather at the wall, and the matrix of d/dx."""
    j = np.arange(n + 1)
    t = np.cos(np.pi * j / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2.0
    c *= (-1.0) ** j
    dt = t[:, None] - t[None, :]
    d = np.outer(c, 1 / c) / (dt + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    stretch = np.log(1 + length)
    x = np.expm1(stretch * (1 - t) / 2)
    return x, -2 * d / (stretch * (1 + x))[:, None]


def full_mobility(k, z, Pe, n=110, length=25.0):
    """Linearised ion transport and Stokes flow around a sphere."""
    x, d = wall_grid(n, length)
    r = 1 + x / k
    d2 = d @ d
    m = n + 1
    one = np.eye(m)
    # equilibrium Poisson-Boltzmann potential by Newton iteration
    psi = 4 * np.arctanh(np.tanh(z / 4) * np.exp(-x))
    lap = d2 + (2 / (k * r))[:, None] * d
    change = 1.0
    for _ in range(30):
        res = lap @ psi - np.sinh(psi)
        jac = lap - np.diag(np.cosh(psi))
        res[0], res[-1] = psi[0] - z, psi[-1]
        jac[0], jac[-1] = one[0], one[-1]
        step = np.linalg.solve(jac, -res)
        psi = psi + step
        change = np.max(np.abs(step))
        if change < 1e-9:
            break
    assert change < 1e-7
    dpsi = d @ psi
    # dipolar operator; unknowns: flow H, vorticity W, ion potentials F+, F-
    lam = lap - np.diag(2 / (k * r) ** 2)
    A = np.zeros((4 * m, 4 * m))
    b = np.zeros(4 * m)
    H, W, FP, FM = [slice(i * m, (i + 1) * m) for i in range(4)]
    A[H, H], A[H, W] = lam, -one
    A[W, W] = lam
    A[W, FP] = -np.diag(dpsi * np.exp(-psi) / (2 * r))
    A[W, FM] = np.diag(dpsi * np.exp(psi) / (2 * r))
    for block, sign in ((FP, 1), (FM, -1)):
        A[block, block] = lam - sign * dpsi[:, None] * d
        A[block, H] = -sign * np.diag(2 * Pe * dpsi / (k * k * r))
    # no slip at the wall; no vorticity outside the double layer
    for row in (0, m - 1, m, 2 * m - 1):
        A[row] = 0
    A[0, H], A[m - 1, H] = one[0], d[0]
    A[m, W], A[2 * m - 1, W] = d[-1], one[-1]
    # no ion flux through the wall; uniform applied field far away
    for i, sign in ((2, 1), (3, -1)):
        block = slice(i * m, (i + 1) * m)
        first, last = i * m, (i + 1) * m - 1
        A[first], A[last] = 0, 0
        A[first, block] = d[0]
        A[last, block] = k * d[-1] + 2 * one[-1] / r[-1]
        b[last] = -3 * sign
    h = np.linalg.solve(A, b)[H]
    return 2 / 3 * (d[-1] @ h + 2 * h[-1] / (k * r[-1]))


def layer(k, z):
    """Excesses (+,-), convective coefficients and ln cosh(z/4)."""
    q, p = np.exp(-z / 2), np.exp(z / 2)
    lc = np.log(np.cosh(z / 4))
    gam = 2 / k * np.array([q - 1, p - 1])
    kpp = 4 * (2 * np.log(2 / (1 + q)) - 1 + q)
    kmm = 4 * (2 * np.log(2 / (1 + p)) - 1 + p)
    return gam, np.array([[kpp, -8 * lc], [-8 * lc, kmm]]), lc


def thin_mobility(k, z, Pe):
    gam, K, lc = layer(k, z)
    s = np.linalg.solve(np.diag(1 + gam) + Pe / k * K, [-1.5, 1.5])
    C, P = (s[0] + s[1]) / 2, (s[0] - s[1]) / 2
    return 2 / 3 * (-P * z + 4 * C * lc)


def dukhin(k, z, Pe):
    return 2 / k * (np.cosh(z / 2) - 1) * (1 + 2 * Pe)


def salt_loss(k, z, Pe):
    """Relative first-order mobility loss by salt polarisation."""
    gam, K, lc = layer(k, z)
    X = (gam[1] - gam[0] + Pe / k * (K[1, 1] - K[0, 0])) / 2
    return 4 * X * lc / z


def henry(k):
    """Low-potential M/z from the reciprocal identity, by quadrature."""
    def integrand(y):
        r = 1 + y / k
        slope = np.exp(-y) * (k / r + 1 / r**2)
        # 2r^3-3r^2+1 written without cancellation
        kernel = (y / k) ** 2 * (3 + 2 * y / k)
        return k * kernel * (1 + 0.5 / r**3) * slope / 9
    return quad(integrand, 0, 60, epsabs=1e-12, epsrel=1e-11, limit=200)[0]


# Model liquid and electrolyte
T, eps_r, eta, D, conc = 298.15, 80.0, 1.0e-3, 2.0e-9, 10.0
eps = eps_r * const.epsilon_0
vt = const.k * T / const.e
number = conc * const.N_A
debye = np.sqrt(eps * vt / (2 * number * const.e))
Pe = eps * vt**2 / (eta * D)
KL = 2 * number * const.e * D / vt
unit = eps * vt / eta * 1e8

# Shape independence: slip average over a prolate spheroid, axial field,
# against the depolarisation factor from its own integral
aspect = 3.0
nz2 = quad(lambda u: u * u / (aspect**2 * (1 - u * u) + u * u), 0, 1)[0]
depol = quad(lambda s: aspect / 2 / ((s + aspect**2) ** 1.5 * (s + 1)),
             0, np.inf)[0]
spheroid = (1 - nz2) / (1 - depol)
assert abs(spheroid - 1) < 1e-6

# Size condition: full equations at low potential against the quadrature
f20, full20 = henry(20.0), full_mobility(20.0, 0.01, Pe) / 0.01
assert abs(f20 - full20) < 1e-4
size_coefficient = 1000 * (1 - henry(1000.0))
assert abs(size_coefficient - 3) < 0.05

# Conductivity condition: sphere with a conducting shell of finite thickness
du_t, kp_t, thick = 0.3, 0.5, 1e-5
ks, R = du_t / thick, 1 + thick
mat = np.array([[1, -1, -1, 0], [kp_t, -ks, 2 * ks, 0],
                [0, R, R**-2, -R**-2], [0, ks, -2 * ks / R**3, 2 / R**3]])
dip = np.linalg.solve(mat, [0, 0, R, 1])[3]
shell_factor = 2 / 3 * (1 + dip)
formula_factor = 1 / (1 + du_t + kp_t / 2)
assert abs(shell_factor - formula_factor) < 1e-4

# Layer coefficients and slip from their defining integrals
zt = 4.0
x = np.linspace(0, 30, 60001)
psi = 4 * np.arctanh(np.tanh(zt / 4) * np.exp(-x))
excess = [np.exp(-psi) - 1, np.exp(psi) - 1]
flow = []
for e_i in excess:
    run = cumulative_trapezoid(e_i, x, initial=0)
    flow.append(cumulative_trapezoid((run[-1] - run) / 2, x, initial=0))
gam, K, lc = layer(1.0, zt)
for i in range(2):
    assert abs(trapezoid(excess[i], x) - gam[i]) < 1e-4
    for j in range(2):
        assert abs(trapezoid(excess[i] * flow[j], x) - K[i, j]) < 1e-3
assert abs(flow[0][-1] - (4 * lc - zt) / 2) < 1e-4
assert abs(flow[1][-1] - (4 * lc + zt) / 2) < 1e-4
# Dukhin number from the integrated excess current in a tangential field
current = (excess[0] - excess[1]) * (flow[0] - flow[1])
du_direct = (trapezoid(excess[0] + excess[1], x)
             + Pe * trapezoid(current, x)) / 2
assert abs(du_direct - dukhin(1.0, zt, Pe)) < 1e-3

# Polarisation: thinner layer at nearly fixed Du. The thin-layer error must
# fall, while the error of Smoluchowski's law must remain.
rows = []
for k in (100.0, 400.0):
    z = 4 + 2 * np.log(k / 100)
    full, thin = full_mobility(k, z, Pe), thin_mobility(k, z, Pe)
    rows.append((k, z, dukhin(k, z, Pe), full, thin,
                 abs(thin / full - 1), abs(z / full - 1)))
assert rows[0][5] < 0.05 and rows[1][5] < 0.5 * rows[0][5]
assert min(row[6] for row in rows) > 0.08

# Convergence of the full solution in grid and outer boundary, for the
# steepest profile and for the strongly charged sphere of the example
grid_change = []
for k, z in ((rows[1][0], rows[1][1]), (500e-9 / debye, -0.150 / vt)):
    coarse = full_mobility(k, z, Pe, n=80, length=20.0)
    grid_change.append(abs(coarse / full_mobility(k, z, Pe) - 1))
print(f"relative change with grid and outer boundary: "
      f"{grid_change[0]:.1e}, {grid_change[1]:.1e}")
assert max(grid_change) < 1e-5

# First-order loss, and the limit of very strong surface conduction
loss = 1 - thin_mobility(1e5, 4.0, Pe) / 4
first = dukhin(1e5, 4.0, Pe) + salt_loss(1e5, 4.0, Pe)
assert abs(loss / first - 1) < 1e-3
strong = thin_mobility(1e4, 60.0, Pe)
assert abs(strong - 2 * np.log(2)) < 2e-3

print(f"temperature {T:.2f} K, relative permittivity {eps_r:.0f}")
print(f"viscosity {eta*1e3:.1f} mPa s, ion diffusivity {D:.1e} m^2/s")
print(f"salt concentration {conc:.0f} mM, kT/e {vt*1e3:.3f} mV")
print(f"Debye length {debye*1e9:.3f} nm, Pe {Pe:.4f}")
print(f"bulk conductivity K_L {KL:.4f} S/m")
print(f"mobility unit eps*kT/(e*eta) {unit:.4f} 1e-8 m^2/(V s)")
print(f"radius at which 3/(kappa a)=0.05: {60*debye*1e9:.0f} nm")
print(f"spheroid aspect {aspect:.0f}: mobility/Smoluchowski {spheroid:.6f}")
print(f"low potential, kappa a=20: M/z integral {f20:.5f}, full {full20:.5f}")
print(f"kappa a*(1-M/z) at kappa a=1000: {size_coefficient:.3f}")
print(f"shell test Du={du_t}, K_p/K_L={kp_t}: numerical {shell_factor:.5f},"
      f" formula {formula_factor:.5f}")
for k, z, du, full, thin, e_thin, e_smol in rows:
    print(f"kappa a={k:.0f}, z={z:.3f}, Du={du:.4f}: "
          f"M full {full:.4f}, thin {thin:.4f}")
    print(f"  relative error: thin {100*e_thin:.2f} %, "
          f"Smoluchowski {100*e_smol:.2f} %")
print(f"strong-conduction limit of M: {strong:.4f}, 2 ln 2 = "
      f"{2*np.log(2):.4f}, as potential {2*np.log(2)*vt*1e3:.1f} mV")

losses = {}
for name, radius, zeta in (("A", 500e-9, -0.050), ("B", 50e-9, -0.050),
                           ("C", 500e-9, -0.150)):
    k, z = radius / debye, zeta / vt
    du, salt = dukhin(k, z, Pe), salt_loss(k, z, Pe)
    full, thin = full_mobility(k, z, Pe), thin_mobility(k, z, Pe)
    losses[name] = 1 - full / z
    if name == "A":
        assert abs(losses[name] - (3 / k + du + salt)) < 0.005
    print(f"case {name}: radius {radius*1e9:.0f} nm, zeta {zeta*1e3:.0f} mV,"
          f" kappa a {k:.2f}, z {z:.4f}")
    print(f"  3/(kappa a) {3/k:.4f}, Du {du:.4f}, salt term {salt:.4f}")
    print(f"  surface conductivity {du*KL*radius*1e9:.3f} nS,"
          f" kT/(e a) {vt/radius/1e3:.1f} kV/m")
    print(f"  mobility [1e-8 m^2/(V s)]: Smoluchowski {z*unit:.3f},"
          f" thin {thin*unit:.3f}, full {full*unit:.3f}")
    print(f"  conduction only {z*unit/(1+du):.3f} 1e-8 m^2/(V s)")
    print(f"  apparent zeta {full*vt*1e3:.2f} mV,"
          f" loss {100*losses[name]:.2f} %")
assert losses["A"] < 0.05 < min(losses["B"], losses["C"])

print("all good")
```

Output:

```
relative change with grid and outer boundary: 3.0e-07, 1.1e-07
temperature 298.15 K, relative permittivity 80
viscosity 1.0 mPa s, ion diffusivity 2.0e-09 m^2/s
salt concentration 10 mM, kT/e 25.693 mV
Debye length 3.071 nm, Pe 0.2338
bulk conductivity K_L 0.1502 S/m
mobility unit eps*kT/(e*eta) 1.8199 1e-8 m^2/(V s)
radius at which 3/(kappa a)=0.05: 184 nm
spheroid aspect 3: mobility/Smoluchowski 1.000000
low potential, kappa a=20: M/z integral 0.89372, full 0.89372
kappa a*(1-M/z) at kappa a=1000: 2.975
shell test Du=0.3, K_p/K_L=0.5: numerical 0.64516, formula 0.64516
kappa a=100, z=4.000, Du=0.0811: M full 3.5313, thin 3.5918
  relative error: thin 1.71 %, Smoluchowski 13.27 %
kappa a=400, z=6.773, Du=0.1012: M full 5.8370, thin 5.8539
  relative error: thin 0.29 %, Smoluchowski 16.03 %
strong-conduction limit of M: 1.3865, 2 ln 2 = 1.3863, as potential 35.6 mV
case A: radius 500 nm, zeta -50 mV, kappa a 162.81, z -1.9461
  3/(kappa a) 0.0184, Du 0.0092, salt term 0.0035
  surface conductivity 0.693 nS, kT/(e a) 51.4 kV/m
  mobility [1e-8 m^2/(V s)]: Smoluchowski -3.542, thin -3.498, full -3.441
  conduction only -3.509 1e-8 m^2/(V s)
  apparent zeta -48.58 mV, loss 2.83 %
case B: radius 50 nm, zeta -50 mV, kappa a 16.28, z -1.9461
  3/(kappa a) 0.1843, Du 0.0923, salt term 0.0348
  surface conductivity 0.693 nS, kT/(e a) 513.9 kV/m
  mobility [1e-8 m^2/(V s)]: Smoluchowski -3.542, thin -3.197, full -2.906
  conduction only -3.242 1e-8 m^2/(V s)
  apparent zeta -41.03 mV, loss 17.94 %
case C: radius 500 nm, zeta -150 mV, kappa a 162.81, z -5.8383
  3/(kappa a) 0.0184, Du 0.1494, salt term 0.0840
  surface conductivity 11.224 nS, kT/(e a) 51.4 kV/m
  mobility [1e-8 m^2/(V s)]: Smoluchowski -10.625, thin -8.707, full -8.653
  conduction only -9.244 1e-8 m^2/(V s)
  apparent zeta -122.16 mV, loss 18.56 %
all good
```
